# When (111) Facets Appear on a Cubic Crystal: The √3 Limit: test program

```python
"""Equilibrium shape of a cubic crystal with {100} and {111} facets.

Result under test: {111} facets appear only if g111 < sqrt(3)*g100, and this
is sufficient when no other orientation competes.
g100, g111, g110 : surface free energies per area; ratio r = g111/g100
h                : distance of a facet plane from the crystal centre
a, s             : half-edge of the cube, leg length of a corner cut
kappa            : 3 - sqrt(3)*r, the predicted equilibrium value of s/a
Example: magnesium oxide cube in water vapour, rough or chosen parameters.
Energies are in eV and lengths in angstrom unless a name says otherwise.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.spatial import ConvexHull, HalfspaceIntersection

R3 = np.sqrt(3.0)


def family(pattern):
    members = set()
    for perm in itertools.permutations(pattern):
        for signs in itertools.product((1, -1), repeat=3):
            members.add(tuple(int(p * q) for p, q in zip(perm, signs)))
    normals = np.array(sorted(members), float)
    return normals / np.linalg.norm(normals, axis=1)[:, None]


N100, N111, N110 = family((1, 0, 0)), family((1, 1, 1)), family((1, 1, 0))
N14 = np.vstack([N100, N111])


def vertices(normals, h):
    half = HalfspaceIntersection(np.c_[normals, -h], np.zeros(3))
    kept = []
    for point in half.intersections:
        if all(np.linalg.norm(point - other) > 1e-7 for other in kept):
            kept.append(point)
    return np.array(kept)


def facet_areas(normals, h):
    """Area on each plane, from the polygon of vertices lying on it."""
    verts = vertices(normals, h)
    areas = np.zeros(len(h))
    for i, (n, d) in enumerate(zip(normals, h)):
        on = verts[np.abs(verts @ n - d) < 1e-7]
        if len(on) < 3:
            continue
        rel = on - on.mean(axis=0)
        u = rel[0] / np.linalg.norm(rel[0])
        w = np.cross(n, u)
        p = rel[np.argsort(np.arctan2(rel @ w, rel @ u))]
        cross_sum = np.cross(p, np.roll(p, -1, axis=0)).sum(axis=0)
        areas[i] = 0.5 * abs(cross_sum @ n)
    return areas


def edge_length(normals, h):
    verts = vertices(normals, h)
    active = (np.abs(verts @ normals.T - h) < 1e-7).astype(int)
    shared = active @ active.T
    return sum(np.linalg.norm(verts[i] - verts[j])
               for i in range(len(verts)) for j in range(i)
               if shared[i, j] >= 2)


def symmetric_body(t):
    """Total {100} area, total {111} area, volume for h100=1, h111=t."""
    h = np.r_[np.ones(6), np.full(8, t)]
    areas = facet_areas(N14, h)
    return areas[:6].sum(), areas[6:].sum(), areas @ h / 3


def predicted_areas(r):
    b = R3 * r
    if r >= R3:
        return 24.0, 0.0
    if r >= 2 / R3:
        k = 3 - b
        return 24 - 12 * k**2, 4 * R3 * k**2
    if r > 1 / R3:
        u = b - 1
        return 12 * u**2, 4 * R3 * b**2 - 12 * R3 * u**2
    return 0.0, 4 * R3 * b**2


def reduced_energy(t, r):
    a100, a111, vol = symmetric_body(t)
    return (a100 + r * a111) / vol**(2 / 3)


# One cut corner: surface energy change and lost volume
cut_normals = np.vstack([N100, np.ones((1, 3)) / R3])
cut = 0.3
cut_h = np.r_[np.ones(6), (3 - cut) / R3]
cut_areas = facet_areas(cut_normals, cut_h)
for r in (1.5, 1.9):
    change = cut_areas[:6].sum() + r * cut_areas[6] - 24
    assert abs(change - R3 / 2 * (r - R3) * cut**2) < 1e-9
hull_volume = ConvexHull(vertices(cut_normals, cut_h)).volume
assert abs(8 - hull_volume - cut**3 / 6) < 1e-9

# Facet areas in all four regimes
for r in (0.5, 0.7, 1.0, 1.1, 1.3, 1.6, 1.72, 1.74, 2.0):
    assert np.allclose(symmetric_body(r)[:2], predicted_areas(r), atol=1e-7)

# The energy minimum at fixed volume selects h111/h100 = r
for r in (0.7, 1.0, 1.3, 1.6):
    best = minimize_scalar(reduced_energy, bounds=(0.58, 1.731), args=(r,),
                           method="bounded", options={"xatol": 1e-8})
    assert abs(best.x - r) < 1e-4
for r in (R3, 1.9):
    assert all(reduced_energy(t, r) > 6 for t in np.linspace(0.6, 1.7, 23))

# Random shapes without symmetry obey the global bounds
rng = np.random.default_rng(4)
wulff_value = reduced_energy(1.5, 1.5)
lowest_random = np.inf
for _ in range(200):
    h = np.r_[rng.uniform(0.7, 1.3, 6), rng.uniform(0.7, 1.9, 8)]
    areas = facet_areas(N14, h)
    vol = areas @ h / 3
    shadows = 0.5 * areas @ np.abs(N14)
    assert vol**2 <= np.prod(shadows) * (1 + 1e-9)
    value = (areas[:6].sum() + R3 * areas[6:].sum()) / vol**(2 / 3)
    lowest_random = min(lowest_random, value)
    assert value >= 6 - 1e-9
    value = (areas[:6].sum() + 1.5 * areas[6:].sum()) / vol**(2 / 3)
    assert value >= wulff_value - 1e-9

# Competition with {110} facets
N26 = np.vstack([N14, N110])
for g110 in (1.3, 1.5):
    limit = min(R3, np.sqrt(1.5) * g110)
    for r, present in ((limit - 0.01, True), (limit + 0.01, False)):
        h = np.r_[np.ones(6), np.full(8, r), np.full(12, g110)]
        assert (facet_areas(N26, h)[6:14].sum() > 1e-6) == present

# Example parameters: rough or chosen values
temperature = 523.0
p_pulse, p_purge = 1.0, 0.001              # Torr
lattice = 4.21
g100, g111_ref = 0.070, 0.030              # eV/A^2
cube_edge = 400.0
line_energy = 0.05                         # eV/A
bind100, hydroxide_energy = 0.8, 0.8       # eV per water molecule
hop_barrier, attempt_rate = 2.0, 1e13      # eV, 1/s
rot_cm = np.array([27.9, 14.5, 9.3])       # rotational constants, 1/cm
cell111 = np.linalg.norm(np.cross([1, -1, 0], [0, 1, -1])) * lattice**2 / 4
cell100 = np.linalg.norm(np.cross([1, 1, 0], [1, -1, 0])) * lattice**2 / 4

# Water vapour chemical potential relative to a molecule at rest
kT_J = sc.k * temperature
kT = kT_J / sc.e
mass = 18.015 * sc.atomic_mass
wavelength = sc.h / np.sqrt(2 * np.pi * mass * kT_J)
theta = sc.h * sc.c * 100 * rot_cm / sc.k
q_rot = np.sqrt(np.pi * temperature**3 / np.prod(theta)) / 2


def delta_mu(p_torr):
    return -kT * np.log(kT_J * q_rot / (p_torr * sc.torr * wavelength**3))


def g111_at(p_torr):
    return g111_ref - delta_mu(p_torr) / (2 * cell111)


# Explicit asymmetric-rotor levels and particle-in-a-box levels
A, B, C = theta
rotor_sum = 0.0
for J in range(46):
    K = np.arange(-J, J + 1)
    jj = J * (J + 1)
    ham = np.diag((B + C) / 2 * (jj - K**2) + A * K**2)
    if J > 0:
        k = K[:-2]
        off = (B - C) / 4 * np.sqrt((jj - k * (k + 1.0))
                                    * (jj - (k + 1.0) * (k + 2)))
        ham = ham + np.diag(off, 2) + np.diag(off, -2)
    levels = np.linalg.eigvalsh(ham)
    rotor_sum += (2 * J + 1) * np.exp(-levels / temperature).sum() / 2
assert abs(rotor_sum / q_rot - 1) < 0.02   # classical rotor limit
box = 1e-7
n = np.arange(1, 20001)
box_sum = np.exp(-(sc.h * n / box)**2 / (8 * mass * kT_J)).sum()
assert abs(box_sum * wavelength / box - 1) < 1e-3   # finite box

# Threshold pressure, tested by building the bodies on either side
mu_limit = -2 * cell111 * (R3 * g100 - g111_ref)
p_limit = kT_J * q_rot / wavelength**3 * np.exp(mu_limit / kT) / sc.torr
assert symmetric_body(g111_at(1.25 * p_limit) / g100)[1] > 1e-6
assert symmetric_body(g111_at(0.80 * p_limit) / g100)[1] < 1e-9

g_pulse, g_purge = g111_at(p_pulse), g111_at(p_purge)
r_pulse, r_purge = g_pulse / g100, g_purge / g100
kappa = 3 - R3 * r_pulse
assert 0 < kappa < 1 and r_purge > R3
volume = cube_edge**3
half_edge = (volume / (8 - 4 * kappa**3 / 3))**(1 / 3)
leg = kappa * half_edge
energy = 3 * volume * g100 / half_edge
cube_energy = 6 * g100 * volume**(2 / 3)
a100, a111, unit_volume = symmetric_body(r_pulse)
scale = (volume / unit_volume)**(1 / 3)
assert abs((g100 * a100 + g_pulse * a111) * scale**2 / energy - 1) < 1e-8
assert energy < cube_energy
fraction111 = a111 / (a100 + a111)

# Edge energy: minimum crystal size and changed corner cut
corner_line = 3 * (np.sqrt(2) - 1) * line_energy
minimum_half = 16 * corner_line / (3 * kappa**2 * g100)


def energy_with_edges(q, vol):
    h = np.r_[np.ones(6), np.full(8, (3 - q) / R3)]
    areas = facet_areas(N14, h)
    c = (vol / (areas @ h / 3))**(1 / 3)
    surface = g100 * areas[:6].sum() + g_pulse * areas[6:].sum()
    return c**2 * surface + c * line_energy * edge_length(N14, h)


assert abs(edge_length(N100, np.ones(6)) - 24) < 1e-9
for factor, favourable in ((0.85, False), (1.15, True)):
    edge = 2 * minimum_half * factor
    uncut = 6 * g100 * edge**2 + 12 * line_energy * edge
    trials = [energy_with_edges(q, edge**3)
              for q in kappa * np.linspace(0.3, 1.2, 28)]
    assert (min(trials) < uncut) == favourable
root = np.sqrt(kappa**2 - 4 * corner_line / (g100 * cube_edge / 2))
q_edges = (kappa + root) / 2
best = minimize_scalar(energy_with_edges, args=(volume,), method="bounded",
                       bounds=(0.6 * kappa, 1.3 * kappa))
assert abs(best.x / q_edges - 1) < 0.02    # leading order in the cut size


# Other neglected effects
def oscillator(quantum):
    return quantum / 2 + kT * np.log1p(-np.exp(-quantum / kT))


added = oscillator(0.46) + 2 * oscillator(0.08) + 1.5 * oscillator(0.05)
gas_modes = sum(oscillator(e) for e in (0.45, 0.20, 0.47))
vibration_shift = (added - gas_modes / 2) / cell111
mu_pulse = delta_mu(p_pulse)


def lowering100(mu):
    return kT / cell100 * np.log1p(np.exp((bind100 + mu) / kT))


def coverage(mu):
    return 1 / (1 + np.exp(-(bind100 + mu) / kT))


integral = quad(coverage, -2.5, -0.7, epsabs=1e-12)[0] / cell100
assert abs(integral - lowering100(-0.7)) < 1e-8
r_worst = (g_pulse + vibration_shift) / (0.95 * g100)
pressure_factor = np.exp(2 * cell111 * R3 * 0.05 * g100 / kT)
hop_time = np.exp(hop_barrier / kT) / attempt_rate
to_SI = sc.e / sc.angstrom**2

print(f"Limits of r: {R3:.4f}, {2/R3:.4f}, {1/R3:.4f}")
print(f"Factor for (110) competition: {np.sqrt(1.5):.4f}")
for r in (0.7, 1.0, 1.3, 1.6, 1.8):
    x, y, _ = symmetric_body(r)
    print(f"r = {r:.1f}: (111) share of area = {100*y/(x+y):.2f} %")
print(f"Lowest E/(g100 V^(2/3)), 200 random shapes, r=sqrt3: "
      f"{lowest_random:.3f} (cube 6)")
print(f"Temperature: {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"Lattice constant, rough: {lattice:.2f} A")
print(f"Surface cell areas (111), (100): {cell111:.3f}, {cell100:.3f} A^2")
print(f"g100, chosen: {g100:.3f} eV/A^2 = {g100*to_SI:.3f} J/m^2")
print(f"g111 at zero delta mu, chosen: {g111_ref:.3f} eV/A^2")
print(f"Limit sqrt3*g100: {R3*g100:.5f} eV/A^2 = {R3*g100*to_SI:.3f} J/m^2")
print("Water rotational constants, rough:", rot_cm, "1/cm")
print(f"Water thermal wavelength: {wavelength/sc.angstrom:.4f} A")
print(f"Rotational factor: classical {q_rot:.2f}, level sum {rotor_sum:.2f}")
print(f"Threshold delta mu: {mu_limit:.4f} eV")
print(f"Threshold water pressure: {p_limit:.4f} Torr")
for name, p, g, r in (("Pulse", p_pulse, g_pulse, r_pulse),
                      ("Purge", p_purge, g_purge, r_purge)):
    print(f"{name}: {p:g} Torr, delta mu = {delta_mu(p):.4f} eV, "
          f"g111 = {g:.5f} eV/A^2, r = {r:.4f}")
print(f"Initial cube edge: {cube_edge:.0f} A")
print(f"Pulse kappa = s/a: {kappa:.4f}")
print(f"Half-edge a after cutting: {half_edge:.3f} A")
print(f"Corner cut leg s: {leg:.2f} A")
print(f"(111) triangle side: {np.sqrt(2)*leg:.2f} A "
      f"= {np.sqrt(2)*leg/10:.2f} nm")
print(f"(111) share of area in pulse: {100*fraction111:.3f} %")
print(f"Surface energy of cube: {cube_energy:.1f} eV")
print(f"Energy gain by cutting, no edge energy: {cube_energy-energy:.2f} eV")
print(f"Edge energy, chosen: {line_energy:.2f} eV/A")
print(f"Minimum cube edge for (111) facets: {2*minimum_half:.0f} A")
print(f"s/a with edge energy: formula {q_edges:.4f}, minimum {best.x:.4f}")
print(f"g111 shift by vibrations, rough: {vibration_shift:.5f} eV/A^2")
print(f"Water binding on (100), chosen: {bind100:.2f} eV")
print(f"g100 lowering by water: {lowering100(mu_pulse):.2e} eV/A^2")
print(f"Threshold pressure factor, g100 lower by 5 %: {pressure_factor:.2f}")
print(f"Pulse r with vibrations and g100 lower by 5 %: {r_worst:.4f}")
print(f"g110 above which cube edges stay sharp: {np.sqrt(2)*g100:.4f} eV/A^2")
print(f"g110 above which pulse (111) survives: "
      f"{g_pulse/np.sqrt(1.5):.4f} eV/A^2")
print(f"Hydroxide formation energy, rough: {hydroxide_energy:.2f} eV")
print(f"Pulse delta mu below hydroxide limit by: "
      f"{-hydroxide_energy-mu_pulse:.3f} eV")
print(f"Hop barrier, chosen: {hop_barrier:.1f} eV; rate {attempt_rate:.0e} 1/s")
print(f"Waiting time for one hop: {hop_time:.2e} s")
print("no test failed")
```

Output:

```
Limits of r: 1.7321, 1.1547, 0.5774
Factor for (110) competition: 1.2247
r = 0.7: (111) share of area = 94.47 %
r = 1.0: (111) share of area = 60.00 %
r = 1.3: (111) share of area = 18.34 %
r = 1.6: (111) share of area = 1.53 %
r = 1.8: (111) share of area = 0.00 %
Lowest E/(g100 V^(2/3)), 200 random shapes, r=sqrt3: 6.035 (cube 6)
Temperature: 523 K; kT = 0.04507 eV
Lattice constant, rough: 4.21 A
Surface cell areas (111), (100): 7.675, 8.862 A^2
g100, chosen: 0.070 eV/A^2 = 1.122 J/m^2
g111 at zero delta mu, chosen: 0.030 eV/A^2
Limit sqrt3*g100: 0.12124 eV/A^2 = 1.943 J/m^2
Water rotational constants, rough: [27.9 14.5  9.3] 1/cm
Water thermal wavelength: 0.1799 A
Rotational factor: classical 100.13, level sum 100.99
Threshold delta mu: -1.4005 eV
Threshold water pressure: 0.0297 Torr
Pulse: 1 Torr, delta mu = -1.2421 eV, g111 = 0.11092 eV/A^2, r = 1.5846
Purge: 0.001 Torr, delta mu = -1.5534 eV, g111 = 0.13120 eV/A^2, r = 1.8744
Initial cube edge: 400 A
Pulse kappa = s/a: 0.2554
Half-edge a after cutting: 200.185 A
Corner cut leg s: 51.12 A
(111) triangle side: 72.30 A = 7.23 nm
(111) share of area in pulse: 1.909 %
Surface energy of cube: 67200.0 eV
Energy gain by cutting, no edge energy: 62.24 eV
Edge energy, chosen: 0.05 eV/A
Minimum cube edge for (111) facets: 145 A
s/a with edge energy: formula 0.2366, minimum 0.2362
g111 shift by vibrations, rough: 0.00312 eV/A^2
Water binding on (100), chosen: 0.80 eV
g100 lowering by water: 2.79e-07 eV/A^2
Threshold pressure factor, g100 lower by 5 %: 7.88
Pulse r with vibrations and g100 lower by 5 %: 1.7150
g110 above which cube edges stay sharp: 0.0990 eV/A^2
g110 above which pulse (111) survives: 0.0906 eV/A^2
Hydroxide formation energy, rough: 0.80 eV
Pulse delta mu below hydroxide limit by: 0.442 eV
Hop barrier, chosen: 2.0 eV; rate 1e+13 1/s
Waiting time for one hop: 1.87e+06 s
no test failed
```
